Half-saturation of the ion-assisted etching yield in a one-site model

The etching yield y is the number of substrate atoms removed per arriving ion, so it is a pure number. Suppose that a surface with N_s sites per unit area receives a flux Γ_n of reactive neutrals and a flux Γ_i of ions, and that everything else in the problem is a probability or a count. In a steady state y can then depend on the fluxes only through their ratio

R = Γ_n/Γ_i,

because N_s contains no unit of time and cannot form a second pure number with the two fluxes. With these probabilities and counts held fixed, N_s may decide how fast the steady state is reached, but not what it is. On a real surface the counts can themselves depend on N_s: if an ion disturbs a fixed area, a denser or thicker reacting layer puts more sites within its reach and changes the yield.

A symmetry fixes more. Let each empty site be filled at a rate α and each filled site be emptied at a rate β, both independent of the state of the other sites. If the words "filled" and "empty" are exchanged together with α and β, the description is unchanged. The filled fraction θ therefore obeys

θ(α, β) = 1 − θ(β, α).

For α = β this gives θ = 1/2. If the yield is proportional to θ, half of the saturated yield is reached where filling and emptying are equally fast. It remains to express the two rates through measurable quantities.

Let s be the probability that a neutral sticks when it strikes an empty site. A neutral that strikes a filled site is reflected, and each one that sticks fills one site. The number of sites filled per unit area and time is sΓ_n(1 − θ). There are N_s(1 − θ) empty sites per unit area, so the rate for each is

α = sΓ_n/N_s.

Here s belongs to the empty site. The sticking averaged over a partly covered surface is s(1 − θ), which at half coverage is s/2.

Let Y be the yield of the fully covered surface, and let the yield at coverage θ be

y = Yθ.

This is an assumption about the etching mechanism, and it will be tested against another one below. Each etched atom leaves with n adsorbates, for instance as a molecule with n halogen atoms. One ion thus removes nYθ adsorbates on average, and the loss per unit area and time is nYθΓ_i. Divided among the N_s θ filled sites, this gives

β = nYΓ_i/N_s.

Equal rates, α = β, mean sΓ_n = nYΓ_i, and division by sΓ_i gives the half-saturation ratio

R_half = nY/s.

The factors can be read one by one. An ion at full coverage consumes nY adsorbates, and 1/s neutrals must arrive at empty sites for each adsorbate supplied. At half-saturation the supply is halved because half of the sites are blocked, and the consumption is halved because half of the sites have nothing to give. The two halves cancel, so no factor of two remains.

The complete curve follows from the balance of adsorbates. Etching exposes a fresh, empty site for every one it destroys, so N_s stays constant and

N_s dθ/dt = sΓ_n(1 − θ) − nYΓ_i θ.

The terms in θ can be collected:

N_s dθ/dt = sΓ_n − (sΓ_n + nYΓ_i)θ.

In the steady state the left side vanishes. Dividing the numerator and the denominator of the solution by Γ_i gives

θ = sΓ_n/(sΓ_n + nYΓ_i) = sR/(sR + nY),

and therefore

y(R) = Y sR/(sR + nY) = Y R/(R + R_half).

At R = R_half the last fraction is 1/2, as the symmetry requires. The curve rises steadily, so there is no other half-saturation point.

When R is much smaller than R_half, the denominator is close to R_half and

y ≈ Y R/R_half = (s/n)R.

The saturated yield has cancelled. The surface is nearly bare, so almost every neutral strikes an empty site and sticks there with probability s. Each adsorbate is eventually carried off by an ion, and n of them are needed per etched atom. A more effective ion cannot help, because it finds nothing more to remove. This is the neutral-limited regime. When R is much larger than R_half,

y ≈ Y(1 − R_half/R),

and the ions set the pace. The line y = (s/n)R meets the plateau y = Y where R = nY/s, so the half-saturation ratio is also the crossing point of the two limiting lines. The real curve passes through half the height of that crossing.

The turn from one regime to the other is gradual. To reach a fraction f of the saturated yield, set R/(R + R_half) = f. Then R(1 − f) = f R_half, and

R = R_half f/(1 − f).

For f = 0.9 this is 9R_half, and for f = 0.1 it is R_half/9. The passage from 10% to 90% takes a factor of 81 in flux ratio.

The inverse of the yield gives a straight line,

1/y = 1/Y + (n/s)(1/R).

Plotted against 1/R, its intercept is 1/Y and its slope is n/s. The slope divided by the intercept is R_half. Such a plot gives Y and the quotient n/s, but not n and s separately; a second kind of measurement, such as the composition of the products, is needed for that.

For constant fluxes the rate equation also gives the approach to the steady state. With θ_s for the steady coverage and δ = θ − θ_s, the constant term cancels and

dδ/dt = −δ/τ, τ = N_s/(sΓ_n + nYΓ_i).

A surface that is bare at t = 0 has δ(0) = −θ_s, hence

θ(t) = θ_s[1 − exp(−t/τ)].

The site density appears here and nowhere in the steady result, as the dimensional argument demanded.

One may ask whether a single average coverage is enough. An ion disturbs several neighbouring sites at once, so the sites are not independent. Suppose that an ion strikes a patch of m sites and, with probability p, clears all adsorbates in it. Whatever the correlations between the sites, the mean number of adsorbates in the patch is mθ, because the mean of a sum is the sum of the means. The mean number removed is mpθ, which has the assumed form with nY = mp. The balance is then exact even though the removal is collective. A ring of eight sites with m = 4 and p = 0.90 has mp = 3.6, which for n = 3 means Y = 1.2. With s = 0.3, its stationary state, found from all 256 configurations without any coverage equation, gives half-saturation at R = 12.0000 and an initial slope of 0.10000. The formulas give 3 × 1.2/0.3 = 12 and 0.3/3 = 0.1.

These same parameters serve as a rough description of silicon etched by argon ions of about 100 eV together with chlorine atoms: s = 0.3, Y = 1.2 silicon atoms per ion, and n = 3. The further digits in the results below only let the arithmetic be followed; parameters this rough do not support more than one or two figures as a prediction. An ion current density of 1 mA/cm² of singly charged ions corresponds to

Γ_i = J/e = 6.242 × 10¹⁵ cm⁻² s⁻¹.

Half-saturation then needs a flux of chlorine atoms

Γ_n = 12 × 6.242 × 10¹⁵ = 7.490 × 10¹⁶ cm⁻² s⁻¹.

To turn this into a pressure, take a gas of atoms of mass M, number density N_g and temperature T. The velocity component v towards the surface has the Maxwell distribution, and the flux is

Γ_n = N_g √(M/(2πkT)) ∫₀^∞ v exp(−Mv²/(2kT)) dv.

The integral equals kT/M, so Γ_n = N_g √(kT/(2πM)). With N_g = p_Cl/(kT) this becomes

p_Cl = Γ_n √(2πMkT).

For chlorine atoms at 500 K the partial pressure is 0.0378 Pa, or 0.284 mTorr.

The etch rate is the number of atoms removed per unit area and time, divided by the atomic density of silicon, 4.994 × 10²² cm⁻³. At half-saturation

Γ_i y/N_Si = 6.242 × 10¹⁵ × 0.600/(4.994 × 10²²) = 7.50 × 10⁻⁸ cm/s,

which is 45.0 nm/min. The saturated rate is 90.0 nm/min. With the ion flux held fixed, the rate is 18.0 nm/min at R = 3, 67.5 nm/min at R = 36 and 81.0 nm/min at R = 108. Between R = 3 and R = 12 a fourfold supply of chlorine raises the rate by a factor of 2.5; between R = 36 and R = 108 a threefold supply raises it by a factor of 1.2.

With one site per surface atom of the (100) face, N_s = 6.781 × 10¹⁴ cm⁻², and the relaxation time at half-saturation is

τ = 6.781 × 10¹⁴/(0.3 × 7.490 × 10¹⁶ + 3.6 × 6.242 × 10¹⁵) = 0.0151 s.

The two terms in the denominator are equal, as they must be at this point. A bare surface reaches a coverage of 0.316 after this time τ, which is 0.5(1 − 1/e). For process steps of a second or more, with these fluxes, the steady formula is adequate.

A change of ion energy acts mainly through Y if s and n are kept fixed. Suppose that Y is doubled to 2.4. The half-saturation ratio doubles to 24, while the initial slope stays at 0.1. At the old ratio R = 12 the yield becomes

y = 2.4 × 12/(12 + 24) = 0.80,

compared with 0.60 before. Doubling the effectiveness of the ions has raised the yield by one third, because they also keep the surface barer.

Each assumption can now be relaxed in turn, with the others kept. First, let ions sputter the bare surface with a yield Y0 smaller than Y/2, without removing adsorbates in doing so. The total yield is

y = Yθ + Y0(1 − θ).

Setting this equal to Y/2 gives

θ = (Y/2 − Y0)/(Y − Y0), 1 − θ = (Y/2)/(Y − Y0).

The adsorbate balance is unchanged, so R = (nY/s)θ/(1 − θ), and

R = (nY/s)(1 − 2Y0/Y).

With a rough Y0 of 0.05 the ratio falls from 12 to 11.0. The point midway between Y0 and Y, by contrast, still lies at θ = 1/2 and hence at nY/s.

Second, ions may themselves carry the reactant, as chlorine ions do. If each ion offers b adsorbates, which meet the average coverage and are kept where they find empty sites, the balance is

(sR + b)(1 − θ) = nYθ.

At θ = 1/2 the coverage factors cancel and

R = (nY − b)/s, for b < nY.

With b = 1 this is 2.6/0.3 = 8.67, a reduction of 28%. If b exceeds nY, the ions alone keep the surface more than half covered, and no half-saturation point exists at positive R.

Third, adsorbates may leave by heat. If ν adsorbates per ion would be lost in this way at full coverage, the loss becomes (nY + ν)θ, and half of the ion-induced yield Y lies at

R = (nY + ν)/s.

If each adsorbate desorbs at a rate k_d, a full surface loses N_s k_d adsorbates per unit area and time, so ν = N_s k_d/Γ_i. With a prefactor of 10¹³ s⁻¹ and a rough barrier of 2.0 eV, a wafer at 330 K has ν = 3 × 10⁻¹⁹ at the ion flux used above, which is negligible.

Fourth, an arriving neutral may pull an adsorbate off the surface, with probability r at a filled site. The balance

sR(1 − θ) = nYθ + rRθ

gives

θ = sR/[(s + r)R + nY].

Even an unlimited supply of neutrals now leaves some sites empty. The plateau of the yield is

Y_p = Ys/(s + r),

and half of it is reached when (s + r)R = nY. Hence

R = nY/(s + r) = nY_p/s.

The rule keeps its form if the observed plateau is inserted in place of the yield at full coverage. For a rough r = 0.05 the plateau is 1.029 and the ratio is 10.3.

Among the changes tried here, with the values chosen, the largest effect on the half-saturation ratio comes from giving up the proportionality between yield and coverage. Suppose instead that an atom can be etched only if all n adsorbates are already in place around it, and that the sites are filled independently. The yield is then Yθⁿ, and the balance reads

sR(1 − θ) = nYθⁿ.

At half of the saturated yield θⁿ = 1/2, so θ = 2^(−1/n), and

R = (nY/s)/[2(1 − 2^(−1/n))].

For n = 3 the factor multiplying nY/s is 2.42, and the ratio rises from 12 to 29. The surface must be about 79% covered before half of its triples are complete, and few empty sites are left to catch the neutrals.

Independence of the sites is itself doubtful here, since each successful ion empties three neighbours together. In the eight-site ring, with ions that act only on a full patch of three and Y = 1, the half-saturation ratio is 2.075 times nY/s; rings of 10 to 14 sites change this by less than 0.001. The difference from 2.42 can be traced. At half-saturation the loss is nY/2 whatever the arrangement, so sR(1 − θ) = nY/2, and the factor equals 1/[2(1 − θ)]. A factor of 2.075 means θ = 0.76. Independent sites with this coverage would have full triples with probability 0.76³ = 0.44, whereas the ring has 0.5. The filled sites are thus clustered, and less coverage suffices. That the ratio does not fall below nY/s is general for this rule: a patch can be full only if any chosen site in it is filled, so the probability of a full patch is at most θ. At half-saturation θ is then at least 1/2, and R is at least nY/s.

A last variant concerns molecules that break up and fill two sites. Let s now be the sticking probability on an empty pair and let R count molecules. If the sites are independent, the balance is

2sR(1 − θ)² = nYθ.

At θ = 1/2 it becomes sR/2 = nY/2, and again R = nY/s. Each molecule brings two adsorbates but finds a place half as often as a single atom would. The agreement is confined to this point. At small R the yield is (2s/n)R, twice as steep as before, while 90% of saturation requires

R = 0.9nY/(2s × 0.01) = 45nY/s

instead of 9nY/s. As long as the sites are independent, the half-saturation ratio alone therefore does not distinguish the two kinds of adsorption, while the approach to the plateau does. Independence can be expected when the adsorbates mix quickly over the surface. If they stay where they land, single empty sites cannot take a molecule. The yield can then level off below Y, and half of the observed plateau need not lie at nY/s.

Set beside a real chlorine process, the chosen s and Y are rough values, good to the order of magnitude only, and the ion current corresponds to an argon plasma density of a few times 10¹⁰ cm⁻³. A saturated yield three times larger would move the half-saturation ratio from 12 to 36 and lower the fraction of saturation at 1 mTorr, given below, from 78% to 54%. The products are a mixture, so n is an average; values from 2 to 4, with s and Y fixed, move the half-saturation ratio from 8 to 16. If chlorine atoms had a partial pressure of 1 mTorr, with the same ion current and gas temperature, the ratio would be 12/0.284 = 42 and the model would give 78% of the saturated yield. In a plasma of chlorine without argon the ions carry chlorine, which breaks the assumption b = 0 and lowers the half-saturation ratio. The reduction is the 28% found above if b = 1 and this chlorine meets the average coverage; it is larger if the chlorine stays in the patch that its ion has just cleared, because more sites are empty there (53% for the patch with m = 4 and p = 0.90). Molecular ions Cl₂⁺ bring two atoms, and b = 2 at the average coverage gives a reduction of 56%. Chlorine atoms can also etch silicon without ions. For silicon that is not heavily n-doped, take a rough upper value of 0.001 silicon atoms per arriving chlorine atom. This adds at most 0.012 to the yield of 0.60 at R = 12, or 2%; the net gain is smaller, because the chlorine consumed in this way is lost to the ions. If that probability stays constant, the contribution grows in proportion to R and reaches 10% of the ion-assisted yield at R = 108, so the plateau is then no longer flat.

The model also describes a flat, open surface and a single ion energy and angle. At the bottom of a narrow trench fewer neutrals arrive. If the ion flux there is unchanged and the neutral flux is cut to one third, a process that has R = 108 in the open slows from 81.0 to 67.5 nm/min, a loss of one sixth. A process that has R = 36 in the open slows from 67.5 to 45.0 nm/min, a loss of one third. Under these conditions, working well above nY/s makes the etch rate less sensitive to the supply of neutrals, at the price of greater sensitivity to the ion flux. The numerical output lists the parameters and the main results.

Computed results

```
Sticking s on empty site (rough): 0.3
Saturated yield Y (rough): 1.2 Si/ion
Adsorbates per etched atom n (rough): 3
Ion current density: 1.0 mA/cm2
Gas temperature: 500 K
Chlorine atomic mass: 35.45 u
Half-saturation ratio, formula nY/s: 12.0000
Chain: 8 sites, patch 4, clearing probability 0.90
Half-saturation ratio, Markov chain: 12.0000
Initial slope, formula s/n: 0.10000 Si per neutral
Initial slope, Markov chain: 0.10000 Si per neutral
Silicon atom density: 4.994e+22 cm^-3
Surface site density: 6.781e+14 cm^-2
Ion flux: 6.242e+15 cm^-2 s^-1
Neutral flux at half-saturation: 7.490e+16 cm^-2 s^-1
Cl partial pressure there: 0.284 mTorr
Cl partial pressure there: 0.0378 Pa
Relaxation time there: 15.09 ms
Coverage after that time from bare: 0.3161
R = 3: coverage 0.200, yield 0.240 Si/ion, chain 0.240 Si/ion, rate 18.0 nm/min
R = 12: coverage 0.500, yield 0.600 Si/ion, chain 0.600 Si/ion, rate 45.0 nm/min
R = 36: coverage 0.750, yield 0.900 Si/ion, chain 0.900 Si/ion, rate 67.5 nm/min
R = 108: coverage 0.900, yield 1.080 Si/ion, chain 1.080 Si/ion, rate 81.0 nm/min
Saturated etch rate: 90.0 nm/min
Neglected effects, sized with rough parameters:
Bare sputter yield 0.05 Si/ion: half ratio 11.00
Ion-borne adsorbates 1 per ion: half ratio 8.67
Abstraction probability 0.05: plateau 1.029 Si/ion, half ratio 10.29
Yield as coverage^n: half ratio 29.08, factor 2.424
Chain with full-patch rule, Y = 1.0 Si/ion: half ratio / (nY/s) = 2.075
Desorption: prefactor 1e+13 s^-1, barrier 2.0 eV, wafer 330 K
Desorption rate: 2.9e-18 s^-1; loss per ion at full coverage: 3.1e-19
Spontaneous etching 0.001 Si per Cl: 2.0 % of the half-saturated yield
```
